# Positive evolution and a certified equilibrium for projectile charge fractions

A boron beam enters a gas as B⁻ and is to be followed through seven charge states. With the cross sections used below, one large Crank–Nicolson step returns a B⁻ fraction of $-0.789$. Explicit Euler steps 2.5 times longer than positivity allows, with negative values clipped to zero and the sum restored, make the B⁻ fraction jump between zero and 2.51 times its equilibrium value, however long the beam is followed. The equilibrium vector can fail as well: in a case where the true B⁵⁺ fraction is $6.6\times10^{-19}$, a double-precision singular-value decomposition missed it by about 150 times its own size; the error depends on the routine and on the order in which the states are listed. The total is one in each case, so normalization alone reveals none of these faults.

The cure is to combine only non-negative numbers, so that nothing has to be clipped and trace fractions are not lost by cancellation. Two charge states show how.

## Two states by hand

Let $x$ be the number of gas molecules per unit area that the beam has passed. A cross section $\sigma(i\to j)$ means that an ion in state $i$ changes to $j$ in a thin layer $dx$ with probability $\sigma(i\to j)\,dx$. I assume constant speed, independent collisions, and ions whose future depends on their present charge alone.

Take the states 1+ and 2+, with loss cross section $a$ for 1+→2+ and capture cross section $b$ for 2+→1+. Gain minus loss gives

$$\frac{dF_1}{dx}=-aF_1+bF_2,\qquad \frac{dF_2}{dx}=aF_1-bF_2 .$$

The sum of the right-hand sides vanishes, so $F_1+F_2=1$ persists. At equilibrium $a\pi_1=b\pi_2$, hence

$$\pi_1=\frac{b}{a+b},\qquad \pi_2=\frac{a}{a+b}.$$

Now put $\Lambda=a+b$ and define

$$P=\begin{pmatrix}\pi_1&\pi_1\\ \pi_2&\pi_2\end{pmatrix},\qquad
\Lambda(P-I)=\begin{pmatrix}b-\Lambda&b\\ a&a-\Lambda\end{pmatrix}
=\begin{pmatrix}-a&b\\ a&-b\end{pmatrix}=A .$$

The identity commutes with $P$, so the exponential splits:

$$e^{Ax}=e^{-\Lambda x}\sum_{k=0}^{\infty}\frac{(\Lambda x)^k}{k!}P^k .$$

Both columns of $P$ equal $\pi$, and so $P^k=P$ for $k\ge1$. The series sums to

$$F(x)=e^{-\Lambda x}F(0)+(1-e^{-\Lambda x})\,\pi .$$

This is an average of two probability vectors with non-negative weights. It cannot leave the physical range. The series also has a meaning: events occur at random with mean number $\Lambda x$, and at each event the ion's state is redrawn from a column of $P$. Some events leave the state unchanged.

I measure cross sections in $10^{-16}$ cm² and $x$ in $10^{16}$ molecules/cm², so that their product is a pure number. For $a=2.5$ and $b=2$, $\pi=(0.444,0.556)$ and the decay constant is 4.5.

## A third state, removed without subtraction

Add 3+, with $\sigma(2\to3)=0.8$, $\sigma(3\to2)=5$, $\sigma(1\to3)=0.2$ and $\sigma(3\to1)=0.4$. An ion leaves 3+ with total cross section $5+0.4=5.4$, so equilibrium of that state requires

$$\pi_3=\frac{0.2\,\pi_1+0.8\,\pi_2}{5.4}.$$

State 3 can now be removed. An ion that enters it from 1+ leaves for 2+ with probability $5/5.4$. This detour adds to the direct loss, and the opposite detour adds to the direct capture:

$$a'=2.5+\frac{0.2\times5}{5.4}=2.685,\qquad b'=2+\frac{0.8\times0.4}{5.4}=2.059 .$$

The two-state result gives $\pi_2/\pi_1=a'/b'=1.304$. Back substitution gives $\pi_3/\pi_1=(0.2+0.8\times1.304)/5.4=0.230$. Division by the sum, 2.534, yields $\pi=(0.395,0.515,0.091)$. No rates were subtracted.

## Evolution with many states

For $N$ states let $s_i=\sum_{j\ne i}\sigma(i\to j)$ be the total exit cross section. Then

$$\frac{dF}{dx}=AF,\qquad A_{ji}=\sigma(i\to j)\ (j\ne i),\qquad A_{ii}=-s_i .$$

Every column of $A$ sums to zero. Choose $\Lambda>\max_i s_i$ and set $P=I+A/\Lambda$. Its off-diagonal elements are $\sigma(i\to j)/\Lambda\ge0$, its diagonal elements are $1-s_i/\Lambda>0$, and its columns sum to one. As before,

$$F(x)=\sum_{k=0}^{\infty}w_kP^kF(0),\qquad w_k=e^{-m}\frac{m^k}{k!},\qquad m=\Lambda x .$$

This is called uniformization. Each $P^kF(0)$ is a probability vector, obtained from the previous one by a single multiplication.

Suppose the sum stops before term $k$. For $j\ge k$ the weights obey $w_{j+1}/w_j=m/(j+1)\le m/(k+1)$. If $k+1>m$, a geometric series bounds the omitted weight:

$$\varepsilon=\sum_{j\ge k}w_j\le\frac{w_k}{1-m/(k+1)} .$$

The retained part has sum $1-\varepsilon$. Dividing by that sum gives a probability vector $G$. Let $R$ be the omitted part, normalized in the same way. Then $F=(1-\varepsilon)G+\varepsilon R$, and with $\|v\|=\sum_i|v_i|$,

$$\|F-G\|=\varepsilon\|R-G\|\le2\varepsilon .$$

Normalization therefore costs a known error. In a deliberately shortened series, from B⁻ to $x=0.5$, the error was $1.8\times10^{-4}$ against a bound of $1.36\times10^{-3}$. The bound is absolute and does not protect trace fractions. With the omitted weight cut at the same level, $10^{-3}$, and $x=0.01$, the error is $1.2\times10^{-4}$ while B⁵⁺ is 27% too low. The omitted weight must be small compared with the smallest fraction wanted; the accuracy tests below cut it at $10^{-30}$.

For large $m$ the factor $e^{-m}$ underflows, so the thickness is cut into pieces. The matrix $e^{Ah}$ has non-negative elements and unit column sums, hence $\|e^{Ah}v\|\le\|v\|$ for any $v$. Earlier errors do not grow, and the bounds of the pieces add.

## What other steps do

Explicit Euler multiplies $F$ by $I+hA$, whose diagonal is $1-hs_i$. It preserves positivity for every start if and only if $h\max_i s_i\le1$.

Clipping need not repair a longer step. Consider a rare state with fixed supply $u$ and exit cross section $s$, so that its equilibrium fraction is $f^*=u/s$. With $hs=2.5$, an empty state is filled to $hu=2.5f^*$. The next step gives $(1-2.5)\,2.5f^*+2.5f^*=-1.25f^*$, which is clipped to zero, and the cycle repeats. For general $hs$ the second step gives $hs(2-hs)f^*$, so this cycle requires $hs\ge2$. In the seven-state model the peak is $2.51f^*$, close to this estimate.

Implicit Euler uses $(I-hA)^{-1}$. Since $I-hA=(1+h\Lambda)I-h\Lambda P$,

$$(I-hA)^{-1}=\frac1{1+h\Lambda}\sum_{k=0}^\infty\left(\frac{h\Lambda}{1+h\Lambda}\right)^kP^k ,$$

which has no negative element for any $h>0$. The price is accuracy. Its expansion $I+hA+h^2A^2+\dots$ differs from that of $e^{hA}$ by $\tfrac12h^2A^2$ to leading order in each step, so the error at fixed thickness is of first order in $h$.

Crank–Nicolson uses $(I-hA/2)^{-1}(I+hA/2)$. The first factor is non-negative by the same series, and the second is non-negative if $h\max_i s_i\le2$. This condition is sufficient. The failure quoted at the start had $h\max_i s_i=17$.

Implicit Euler also shows why a correct equilibrium does not validate an evolution. Because $A\pi=0$, $(I-hA)\pi=\pi$ at any step size. Starting from B⁻ with $h=0.3$, the first step is wrong by 0.419 in the 1-norm, yet after 60 steps the distance from $\pi$ is $2\times10^{-16}$. The transient needs its own test. For uniformization, all seven fractions at $x=0.03$, 0.3, 1 and 3 were compared with a 60-digit matrix exponential. The largest relative difference was $1.0\times10^{-15}$.

## Why there is one equilibrium

Assume that every charge state can be reached from every other through some chain of collisions. A chain needs at most $N-1$ jumps, and the positive diagonal of $P$ lets shorter chains be filled up with stays. All elements of $P^{N-1}$ are then positive, and so are all elements of $Q=e^{Ax}$ for $x>0$. Let $c>0$ be the smallest element of $Q$, and let $\mathbf 1$ be the column of ones.

If the components of $d$ sum to zero, then $Qd=(Q-c\mathbf1\mathbf1^T)d$. The matrix in brackets is non-negative with column sums $1-Nc$, so

$$\|Qd\|\le(1-Nc)\|d\| .$$

The zero column sums make $A$ singular, so some $v\ne0$ obeys $Av=0$ and $Qv=v$. Its sum cannot vanish, since the inequality would then force $v=0$. Normalize it and call it $\pi$. Two such vectors would differ by a zero-sum null vector, which must vanish, so $\pi$ is unique. For any physical start, $F(0)-\pi$ has zero sum and its norm is multiplied by a factor of at most $1-Nc$ each time $Q$ acts. Thus $\pi$ is a limit of non-negative vectors, and $\pi=Q\pi$ makes it strictly positive.

For any other eigenvector, $Av=\lambda v$ with $\lambda\ne0$, summing the components gives $0=\lambda\,\mathbf1^Tv$. It has zero sum, the inequality gives $|e^{\lambda x}|<1$, and $\operatorname{Re}\lambda<0$. If the slowest of these modes is single, real and present in the start, the late distance falls as $e^{-gx}$, where $g=-\lambda$ for that mode.

The assumption matters. If the states split into two groups with no collisions between them, each group has its own equilibrium and the final fractions depend on the start.

## The null vector by elimination

Label the states $0,\dots,n$ and write $r_{ij}$ for the current rates, initially $\sigma(i\to j)$. With $S_n=\sum_{j<n}r_{nj}$, balance of the last state reads

$$\pi_n=\frac1{S_n}\sum_{i<n}\pi_i r_{in}.$$

For a remaining state $j$, balance is

$$\pi_j\Big(\sum_{k<n,\,k\ne j}r_{jk}+r_{jn}\Big)=\sum_{i<n,\,i\ne j}\pi_i r_{ij}+\pi_n r_{nj}.$$

Insert $\pi_n$. The term with $i=j$ describes an ion that visits $n$ and returns. Moved to the left, it changes $r_{jn}$ into

$$r_{jn}\left(1-\frac{r_{nj}}{S_n}\right)=\sum_{k<n,\,k\ne j}\frac{r_{jn}r_{nk}}{S_n}.$$

The subtraction has been carried out algebraically. Both sides now have the original form with

$$r_{ij}\leftarrow r_{ij}+\frac{r_{in}r_{nj}}{S_n}\qquad(i\ne j).$$

Each route through $n$ becomes a direct route, so the remaining states stay connected and the next $S$ is positive. Repeat down to state 0, set $\pi_0=1$, substitute back and normalize. Sums, products and quotients of non-negative numbers do not cancel, so small relative errors stay small even in trace fractions, provided no number underflows.

For the case quoted at the start, the cross sections from the five lowest charge states into 4+ and 5+ were multiplied by $10^{-10}$. Elimination then had a largest relative error of $1.1\times10^{-16}$.

If all processes transfer one electron, the current through the cut between $q$ and $q+1$ must balance by itself:

$$\frac{\pi_{q+1}}{\pi_q}=\frac{\sigma(q\to q+1)}{\sigma(q+1\to q)} .$$

Two-electron processes cross the same cuts, and this product law need not hold.

## What a residual certifies

An evolution is often stopped when $\|AF\|$ is small. To turn this into a distance, define $M=A-\kappa\,\pi\mathbf1^T$, where $\kappa$ is one cross-section unit. If $Mv=0$, summing components gives $-\kappa\mathbf1^Tv=0$. Then $Av=0$ as well, so $v$ is a zero-sum null vector and vanishes. Hence $M$ is invertible. On the zero-sum vector $F-\pi$ it acts as $A$ does:

$$M(F-\pi)=A(F-\pi)=AF,\qquad F-\pi=M^{-1}AF .$$

A zero-sum vector $r$ of unit norm has positive and negative parts of weight one half each. Write $r=\tfrac12(\alpha-\beta)$ with probability vectors $\alpha,\beta$. Then $r=\sum_{ij}\alpha_i\beta_j\,(e_i-e_j)/2$, an average over pairs of unit vectors. The norm of an average is at most the largest norm in it, so

$$\|F-\pi\|\le K\|AF\|,\qquad K=\max_{i<j}\tfrac12\|M^{-1}(e_i-e_j)\| .$$

For two states $Ad=-(a+b)d$ and $K=1/(a+b)$: slow charge exchange makes a small residual less convincing. Since $\pi$ is available, the distance can also be computed directly; $K$ tells what a residual tolerance is worth.

The same matrix gives the response to changed cross sections. If $(A+\delta A)\pi'=0$, then $M(\pi'-\pi)=A\pi'=-\delta A\,\pi'$, so $\pi'-\pi=-M^{-1}\delta A\,\pi'$.

## Boron in a nitrogen stripper

In a tandem implanter, negative ions are accelerated to a positive terminal, lose electrons in a gas cell, and are accelerated again as positive ions. The second energy gain is proportional to the charge. The model takes 1 MeV boron and a 60 cm nitrogen cell at 5 mTorr and 300 K, rough values for such a device. Its cross sections are round numbers of plausible size, not atomic data:

- One-electron loss, from −1 to 4+: 15, 6, 2.5, 0.8, 0.002, 0.0005.
- One-electron capture, from 0 to 5+: 0.02, 0.5, 2, 5, 9, 14.
- Two-electron loss, from −1 to 3+: 2, 0.8, 0.2, 0.0004, $10^{-6}$.
- Two-electron capture, from 1+ to 5+: 0.001, 0.1, 0.4, 1, 2.

The largest exit cross section is $15+2=17$, for B⁻, and $\Lambda=1.25\times17=21.25$. The gas density $p/k_BT$ is $1.609\times10^{14}$ cm⁻³. Multiplied by 60 cm, this gives $x=0.966$, or $9.66\times10^{15}$ molecules/cm². With constant cross sections this integral is all that matters, not the pressure profile.

| State | Cell exit | Equilibrium |
|---|---:|---:|
| B⁻ | 7.29e-5 | 6.45e-5 |
| B⁰ | 0.0397 | 0.0356 |
| B⁺ | 0.405 | 0.385 |
| B²⁺ | 0.475 | 0.492 |
| B³⁺ | 0.0810 | 0.0872 |
| B⁴⁺ | 3.40e-5 | 3.71e-5 |
| B⁵⁺ | 5.98e-9 | 6.61e-9 |

The mean charge is 1.60 at the exit and 1.63 at equilibrium. The exit residual is 0.189 and $K=0.427$, so the certified distance is at most $0.189\times0.427=0.081$. The actual distance is 0.047. A bound on this norm says nothing about a fraction of order $10^{-9}$, which has to be compared directly. Here B⁵⁺ is 10% below its equilibrium fraction, a relative deviation of the same size as that of B⁰, which is 11.5% above.

The slowest decay constant is $g=4.05$, found both from the eigenvalues and from high-precision evolution between $x=12$ and 13. To reduce the distance from 0.047 to 0.01 one needs about $\ln(4.7)/4.05=0.38$ more thickness, hence $x\approx1.35$. Direct solution also gives 1.35, or 7.0 mTorr at the same length and temperature.

The equilibrium B⁵⁺ fraction is 10.5 times the product-law value. Its supply is $0.0872\times10^{-6}=8.72\times10^{-8}$ directly from 3+ and $3.71\times10^{-5}\times0.0005=1.86\times10^{-8}$ from 4+. Thus 82% bypasses 4+. Division of the total by the exit cross section, 16, recovers $6.6\times10^{-9}$. A cross section of $10^{-6}$ units is decisive here because the competing route starts from a nearly empty state: without it the fraction would be lower by $1/(1-0.8245)=5.7$. The remaining factor $10.5/5.7=1.85$ comes from the other two-electron processes. B⁴⁺ receives 53% of its supply directly from 2+ and stands at 2.12 times its product-law value, while the exit cross section of 5+ is 16 instead of 14, and $2.12\times14/16\approx1.85$.

## How far to trust the numbers

With a rough stopping cross section of $2\times10^{-13}$ eV cm² per molecule, the ions lose 1.9 keV in the cell. If loss scales as $E^{-1/2}$ and capture as $E^{-2}$, the mean charge falls by only 0.0008. These exponents are guesses; with loss scaling as $E$ and capture as $E^{-4}$ the fall is 0.003, still small.

Internal excitation matters more. A real ion can carry a long-lived excitation from one collision to the next, which breaks the assumption that charge alone fixes its future. Suppose half of all arrivals in B⁺ enter such a state and its loss cross sections are 1.5 times larger. An eighth state then describes it, and the same algorithm applies. The mean charge at the exit rises by 0.06 and the B²⁺ fraction by 0.04. States with a lifetime near 1 ns matter less, since the mean time between charge changes is 44 ns at equilibrium.

Scattering removes ions from the beam. An unscreened single-collision estimate puts 6% beyond an assumed acceptance of 5 mrad; screening of the nuclei by electrons lowers this figure. If scattering and charge change are correlated, the accepted fractions also shift; the model does not describe this.

The cross sections themselves set the largest uncertainty among the effects sized here. Independent random changes with a standard deviation of 0.3 in their logarithms spread the mean charge by 0.11 and the B²⁺ fraction by 0.08. If the errors are independent and of this size, the useful statement for this cell is a B²⁺ fraction between 0.4 and 0.55 in about two cases out of three, and between 0.34 and 0.60 in nine out of ten. Shared errors can do more: if all true loss cross sections are lower by a factor of 1.3 and all true capture cross sections higher by the same factor, the fraction is 0.37. The further digits, listed in the numerical output, test the algorithm and do not predict a particular machine.

## Numbers as computed

```
Cross sections in 1e-16 cm^2; x in 1e16 molecules/cm^2
one-electron loss, from -1 to 4+: 15 6 2.5 0.8 0.002 0.0005
one-electron capture, from 0 to 5+: 0.02 0.5 2 5 9 14
two-electron loss, from -1 to 3+: 2 0.8 0.2 0.0004 1e-06
two-electron capture, from 1+ to 5+: 0.001 0.1 0.4 1 2
energy = 1.0 MeV; speed = 4.187e+06 m/s
cell: 5.0 mTorr, 60.0 cm, 300.0 K
gas density = 1.609e+14 cm^-3; cell x = 0.9656
Fractions in order -1, 0, 1+, 2+, 3+, 4+, 5+
x=0.03: 6.006e-01 3.166e-01 7.583e-02 6.775e-03 2.575e-04 3.042e-08 2.261e-12
x=0.1: 1.831e-01 4.817e-01 2.743e-01 5.718e-02 3.752e-03 8.471e-07 9.216e-11
x=0.3: 6.453e-03 2.102e-01 5.026e-01 2.514e-01 2.921e-02 9.980e-06 1.508e-09
cell exit: 7.292e-05 3.969e-02 4.045e-01 4.747e-01 8.097e-02 3.401e-05 5.976e-09
equilibrium: 6.452e-05 3.559e-02 3.851e-01 4.920e-01 8.719e-02 3.713e-05 6.609e-09
mean charge: cell 1.5970, equilibrium 1.6308 e
largest exit cross section = 17.000 e-16 cm^2
uniformization rate = 21.250 e-16 cm^2
worst relative evolution error = 1.0e-15
short series: error 1.84e-04, bound 1.36e-03
Crank-Nicolson x-step 1: lowest fraction -0.7890
implicit Euler x-step 0.3: 1-norm error 0.4188
same, 60 steps: distance from equilibrium 2.0e-16
clipped Euler B-/equilibrium: 0.000 to 2.510
elimination: worst relative error 2.2e-16
rare-loss case: true 5+ fraction 6.608e-19
rare-loss relative error: elimination 1.1e-16
rare-loss 5+ relative error: SVD 1.5e+02
decay constant: eigenvalue 4.0511, late 4.0511 e-16 cm^2
5+ equilibrium / one-electron product law = 10.549
direct 3+ to 5+ share of 5+ supply = 0.8245
net 1+ to 2+ one-electron current = -2.1406e-02 e-16 cm^2
K = 0.4266 e16 cm^-2
cell residual = 1.8903e-01 e-16 cm^2
cell distance = 4.7045e-02; certified bound = 8.0649e-02
x for distance 0.01 = 1.3491; pressure = 6.986 mTorr
Neglected effects at cell exit (rough inputs)
stopping = 2.0e-13 eV cm^2; energy loss = 1931.3 eV
energy exponents: loss -0.5, capture -2
energy-loss shift of mean charge = -7.96e-04 e
metastable B+: arrival share 0.5, loss factor 1.5
metastable shift: mean 0.0577 e, 2+ 0.0403
mean time between charge changes = 43.97 ns
1 ns lifetime / collision time = 0.0227
scattered beyond 5 mrad, upper = 0.0616
30% input spread: mean 0.1065 e, 2+ fraction 0.0776
```
